\section*{K-Shell Photoeffect: The Born Law and Stobbe's Coulomb Result}

\section{The plane wave in the dipole limit}

A photon of energy $\omega$ ejects an electron from the 1s state of a fixed point charge $Z$. We use atomic units, $\hbar=m=e=1$, in which the speed of light is $c=1/\alpha$. The electron is nonrelativistic and its spin is ignored. The initial state and binding energy are
\begin{equation}
\psi(\mathbf r)=N e^{-Zr},\qquad N=\sqrt{Z^3/\pi},\qquad I=\tfrac12Z^2, \tag{1}
\end{equation}
and the electron leaves with momentum $\mathbf p$ fixed by
\begin{equation}
\tfrac12p^2=\omega-I,\qquad\text{so that}\qquad p^2+Z^2=2\omega. \tag{2}
\end{equation}

One photon in a volume $V$, with wave vector $\mathbf k$, $k=\alpha\omega$, and polarization $\boldsymbol\epsilon\perp\mathbf k$, has vector potential $c\sqrt{2\pi/\omega V}\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}$. The coupling $\mathbf A\cdot\hat{\mathbf p}/c$ therefore has the matrix element $\sqrt{2\pi/\omega V}\,A$, with
\begin{equation}
A=\langle \mathbf p|e^{i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\hat{\mathbf p}|\psi\rangle . \tag{3}
\end{equation}
Final states are normalized to a plane wave of unit amplitude, so their number per unit energy and solid angle is $p/(2\pi)^3$. Dividing the golden-rule rate by the flux $c/V$ gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{V}{c}\,2\pi\,\frac{2\pi}{\omega V}|A|^2\frac{p}{(2\pi)^3}
=\frac{\alpha p}{2\pi\omega}|A|^2 . \tag{4}
\end{equation}

The simplest case sets $e^{i\mathbf k\cdot\mathbf r}\to1$ and takes $e^{i\mathbf p\cdot\mathbf r}$ as the final state. Then $\hat{\mathbf p}$, acting to the left, gives $\mathbf p$, and $A=\boldsymbol\epsilon\cdot\mathbf p\,\varphi(p)$, where
\begin{equation}
\varphi(q)=\int e^{-i\mathbf q\cdot\mathbf r}\psi\,d^3r
=\frac{4\pi N}{q}\int_0^\infty r\sin(qr)e^{-Zr}dr
=\frac{8\pi ZN}{(q^2+Z^2)^2}. \tag{5}
\end{equation}
The radial integral is $\mathrm{Im}\,(Z-iq)^{-2}=2Zq/(Z^2+q^2)^2$. With (2),
\begin{equation}
|A|^2=\frac{64\pi Z^5(\boldsymbol\epsilon\cdot\mathbf p)^2}{(2\omega)^4}
=\frac{4\pi Z^5(\boldsymbol\epsilon\cdot\mathbf p)^2}{\omega^4}. \tag{6}
\end{equation}
Let $\theta$ be the angle between $\mathbf k$ and $\mathbf p$. Polarization in their plane gives $(\boldsymbol\epsilon\cdot\mathbf p)^2=p^2\sin^2\theta$, and the perpendicular one gives zero. Unpolarized light thus gives the mean $\tfrac12p^2\sin^2\theta$. Inserting this in (4) and using $\int\sin^2\theta\,d\Omega=8\pi/3$,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\alpha Z^5p^3}{\omega^5}\sin^2\theta,\qquad
\sigma_{\rm pl}=\frac{8\pi\alpha Z^5p^3}{3\omega^5}. \tag{7}
\end{equation}
For $\omega\gg I$ we may put $p^3\to(2\omega)^{3/2}$, which yields the power law
\begin{equation}
\sigma_{\rm B}=\frac{16\sqrt2\,\pi}{3}\,\alpha Z^5\omega^{-7/2}. \tag{8}
\end{equation}
These are cross sections per electron, in units of the squared Bohr radius. A filled K shell of two noninteracting electrons has twice the value.

The origin of $Z^5$ is visible in (5). A free electron at rest cannot absorb a photon and conserve both energy and momentum, so the nucleus must supply a momentum of about $p$. At large $q$, $\varphi\to8\pi Z\psi(0)/q^4$. One factor $Z$ is the strength of a single Coulomb exchange, and $|\psi(0)|^2\propto Z^3$ is the density at the nucleus. Squaring gives $Z^2\cdot Z^3$.

\section{Retardation}

Now keep $e^{i\mathbf k\cdot\mathbf r}$. Acting to the left in (3), $\hat{\mathbf p}$ gives $\mathbf q=\mathbf p-\mathbf k$, and $\boldsymbol\epsilon\cdot\mathbf q=\boldsymbol\epsilon\cdot\mathbf p$ because $\boldsymbol\epsilon\perp\mathbf k$. Hence $A=\boldsymbol\epsilon\cdot\mathbf p\,\varphi(q)$. Define $\beta=p/c=\alpha p$. The denominator in (5) contains
\begin{align}
q^2+Z^2&=p^2+Z^2-2pk\cos\theta+k^2\notag\\
&=2\omega-2\omega\beta\cos\theta+\alpha^2\omega^2\notag\\
&=2\omega\left[1-\beta\cos\theta+\tfrac14(\beta^2+\alpha^2Z^2)\right], \tag{9}
\end{align}
where the last line uses $\alpha^2\omega/2=\alpha^2(p^2+Z^2)/4$. Dropping the second-order terms, and again taking $p^3\to(2\omega)^{3/2}$,
\begin{equation}
\frac{d\sigma}{d\Omega}=2\sqrt2\,\alpha Z^5\omega^{-7/2}\,
\frac{\sin^2\theta}{(1-\beta\cos\theta)^4}. \tag{10}
\end{equation}

This nonrelativistic derivation establishes the angular factor to first order in $\beta$, that is, $\sin^2\theta\,(1+4\beta\cos\theta)$. The term dropped in (9) does not depend on angle: it changes the magnitude of (10) at second order in $1/c$ and its shape only at third order. Relativistic corrections require the Dirac equation and are not treated here, so only the first-order term is relied on below. The first-order term leaves the total cross section (8) unchanged, because $\int\sin^2\theta\cos\theta\,d\Omega=0$.

The maximum of the angular factor in (10) follows from setting its derivative to zero: $2\cos\theta(1-\beta\cos\theta)=4\beta\sin^2\theta$, or $\beta\cos^2\theta+\cos\theta-2\beta=0$. The physical root is
\begin{equation}
\cos\theta_{\max}=\frac{\sqrt{1+8\beta^2}-1}{2\beta}\simeq2\beta . \tag{11}
\end{equation}

\section{When the plane wave is justified}

The initial state contains the nuclear attraction, but the plane wave omits it. Since the leading amplitude already costs one Coulomb exchange, an exchange in the final state could be equally important. Let
\begin{equation}
\xi=Z/p=\sqrt{I/(\omega-I)} . \tag{12}
\end{equation}
In the dipole limit, the first final-state correction to the amplitude of an operator $O$ is
\begin{equation}
\Delta A=\int\!\frac{d^3q}{(2\pi)^3}\,
\frac{-4\pi Z}{|\mathbf p-\mathbf q|^2}\,
\frac{2}{p^2-q^2+i0}\,\langle\mathbf q|O|\psi\rangle . \tag{13}
\end{equation}
For $O=\boldsymbol\epsilon\cdot\hat{\mathbf p}$ the last factor is $\boldsymbol\epsilon\cdot\mathbf q\,\varphi(q)$. At $q\sim Z$ the other factors are nearly constant and the odd integrand cancels; what remains is of relative order $\xi^2$. The region $q\sim p$ contributes $p^3(Z/p^2)(1/p^2)\,p\,(Z^{5/2}/p^4)=Z^{7/2}/p^4$. Compared with $p\,\varphi(p)\sim Z^{5/2}/p^3$, this is of relative order $\xi$. One piece needs care. The $-i\pi\delta(p^2-q^2)$ part of the propagator, combined with $1/|\mathbf p-\mathbf q|^2$, diverges logarithmically at $\mathbf q=\mathbf p$. That piece equals $iA$ times a real factor proportional to $\xi$. It is the first-order term of the long-range Coulomb phase and drops out of $|A|^2$ at this order. Retardation shifts momenta by $k\simeq\beta p/2$ and does not spoil the cancellation, since $\boldsymbol\epsilon\cdot\mathbf k=0$. The plane wave is therefore right at leading order in $\xi$.

This conclusion depends on the form of the coupling. For eigenstates of the same Hamiltonian, $[\mathbf r,H]=i\hat{\mathbf p}$ gives $\omega\langle f|\mathbf r|i\rangle=-i\langle f|\hat{\mathbf p}|i\rangle$. A plane wave is not such an eigenstate. Its length-form amplitude is
\begin{equation}
\omega\langle\mathbf p|\boldsymbol\epsilon\cdot\mathbf r|\psi\rangle
=i\omega\,\boldsymbol\epsilon\cdot\nabla_{\!p}\,\varphi
=-\frac{4i\omega\,\boldsymbol\epsilon\cdot\mathbf p}{p^2+Z^2}\varphi
=-2i\,\boldsymbol\epsilon\cdot\mathbf p\,\varphi , \tag{14}
\end{equation}
twice the required $-i\boldsymbol\epsilon\cdot\mathbf p\,\varphi$, so the cross section is four times too large. Equation (13) supplies what is missing. With $\langle\mathbf q|O|\psi\rangle=i\omega\,\boldsymbol\epsilon\cdot\nabla_{\!q}\varphi$, integrate by parts. The dominant region is $q\sim Z$, where the kernel's gradient may be taken at $q=0$ and $\int\varphi\,d^3q/(2\pi)^3=\psi(0)$. The gradient of $-4\pi Z/|\mathbf p-\mathbf q|^2$ there is $-8\pi Z\mathbf p/p^4$, and that of the other factor vanishes. Thus
\begin{equation}
\Delta A\simeq-i\omega\,\psi(0)\left(-\frac{8\pi Z\,\boldsymbol\epsilon\cdot\mathbf p}{p^4}\right)\frac{2}{p^2}
\simeq i\,\boldsymbol\epsilon\cdot\mathbf p\,\frac{8\pi Z\psi(0)}{p^4}
\simeq i\,\boldsymbol\epsilon\cdot\mathbf p\,\varphi(p), \tag{15}
\end{equation}
using $\omega\simeq p^2/2$. The sum of (14) and (15) is the momentum-form result.

\section{The Coulomb final state}

To treat the final-state attraction fully, write the radial function as $F_l(pr)/(pr)$, where
\begin{equation}
F_l''+\left[p^2+\frac{2Z}{r}-\frac{l(l+1)}{r^2}\right]F_l=0 , \tag{16}
\end{equation}
with primes denoting $d/dr$. Put $F_l\propto r^{l+1}e^{-ipr}w(x)$, $x=2ipr$. Substitution gives $xw''+(2l+2-x)w'-(l+1+i\xi)w=0$, now with primes for $d/dx$. This is Kummer's equation, whose regular solution is $M(a,b,x)=\sum_n (a)_nx^n/[(b)_nn!]$. Hence
\begin{equation}
F_l=C_l(pr)^{l+1}e^{-ipr}M(l+1+i\xi,\,2l+2,\,2ipr). \tag{17}
\end{equation}
At large $r$, $M\simeq\Gamma(b)[e^xx^{a-b}/\Gamma(a)+(-x)^{-a}/\Gamma(b-a)]$. Both terms have modulus $\Gamma(2l+2)e^{-\pi\xi/2}(2pr)^{-l-1}/|\Gamma(l+1+i\xi)|$. Requiring $F_l\to\sin(pr+\xi\ln2pr-l\pi/2+\sigma_l)$ then gives
\begin{equation}
C_l=\frac{2^le^{\pi\xi/2}|\Gamma(l+1+i\xi)|}{(2l+1)!},\qquad
\sigma_l=\arg\Gamma(l+1-i\xi). \tag{18}
\end{equation}
Since $|\Gamma(2+i\xi)|^2=(1+\xi^2)\pi\xi/\sinh\pi\xi$,
\begin{equation}
C_1^2=\frac{1+\xi^2}{9}\,\frac{2\pi\xi}{1-e^{-2\pi\xi}} . \tag{19}
\end{equation}

The final state must have the outgoing part of a plane wave, apart from the logarithmic phase, so that $\mathbf p$ is the detected momentum. This fixes a factor $e^{-i\sigma_l}$ in each partial wave. Its complex conjugate is
\begin{equation}
\psi_{\mathbf p}^{*}=\sum_l(2l+1)(-i)^le^{i\sigma_l}\frac{F_l(pr)}{pr}P_l(\hat{\mathbf p}\cdot\hat{\mathbf r}). \tag{20}
\end{equation}
On the 1s state, $\boldsymbol\epsilon\cdot\hat{\mathbf p}\,\psi=-i\boldsymbol\epsilon\cdot\nabla\psi=iZ\,\boldsymbol\epsilon\cdot\hat{\mathbf r}\,\psi$, where $\hat{\mathbf p}$ is the operator; in (20) and below it is the unit vector. Expand $e^{i\mathbf k\cdot\mathbf r}\simeq1+i\mathbf k\cdot\mathbf r$. The first term selects $l=1$. The second contains $(\hat{\mathbf k}\cdot\hat{\mathbf r})(\boldsymbol\epsilon\cdot\hat{\mathbf r})$, which is purely $l=2$ because $\boldsymbol\epsilon\perp\mathbf k$. For a harmonic $Y$ of order $l$, $\int P_l(\hat{\mathbf p}\cdot\hat{\mathbf r})Y(\hat{\mathbf r})d\Omega_r=4\pi Y(\hat{\mathbf p})/(2l+1)$. The phase factors are $i(-i)=1$ and $i(-i)^2i=1$, so
\begin{equation}
A=\frac{4\pi ZN}{p}\,\boldsymbol\epsilon\cdot\hat{\mathbf p}\;e^{i\sigma_1}
\left[J_1+k\cos\theta\,e^{i(\sigma_2-\sigma_1)}J_2\right],\quad
J_l=\int_0^\infty r^lF_le^{-Zr}dr. \tag{21}
\end{equation}

Both radial integrals are elementary. Termwise integration of the series for $M$ gives
\begin{equation}
\int_0^\infty r^{b-1}e^{-sr}M(a,b,\kappa r)\,dr=\Gamma(b)s^{-b}(1-\kappa/s)^{-a} \tag{22}
\end{equation}
for large $s$; analytic continuation extends it to $s=Z+ip$, $\kappa=2ip$. Here $1-\kappa/s=(Z-ip)/(Z+ip)=e^{-2i\chi}$, with $\chi=\arctan(p/Z)=\operatorname{arccot}\xi$. Taking $a=l+1+i\xi$ and $b=2l+2$,
\begin{equation}
J_l=\frac{(2l+1)!\,C_l\,p^{l+1}}{(2\omega)^{l+1}}\,e^{-2\xi\chi}, \tag{23}
\end{equation}
because $(Z+ip)(Z-ip)=2\omega$ and $(e^{-2i\chi})^{-i\xi}=e^{-2\xi\chi}$.

\section{Stobbe's formula and its limits}

For a plane wave the same integral has $C_1=1/3$ and no exponential. In the dipole limit the Coulomb and plane-wave cross sections therefore have the ratio
\begin{equation}
R=\frac{\sigma_{\rm S}}{\sigma_{\rm pl}}=9C_1^2e^{-4\xi\chi}
=\frac{2\pi\xi(1+\xi^2)}{1-e^{-2\pi\xi}}\,e^{-4\xi\operatorname{arccot}\xi}. \tag{24}
\end{equation}
The factor $9C_1^2$ is the enhancement of the p wave near the nucleus; the exponential comes from the radial integral (23). To combine (24) with (7), use $p=Z/\xi$, $\omega=I(1+\xi^2)/\xi^2$ and $Z^8=16I^4$:
\begin{equation}
\frac{Z^5p^3}{\omega^5}=\frac{Z^8}{\omega^4I\,\xi(1+\xi^2)}
=\frac{32}{Z^2}\left(\frac I\omega\right)^4\frac1{\xi(1+\xi^2)} . \tag{25}
\end{equation}
Stobbe's result follows:
\begin{equation}
\sigma_{\rm S}=\frac{2^9\pi^2\alpha}{3Z^2}\left(\frac I\omega\right)^4
\frac{e^{-4\xi\operatorname{arccot}\xi}}{1-e^{-2\pi\xi}} . \tag{26}
\end{equation}
It is exact in $\xi$ within the nonrelativistic dipole model of one electron in a point Coulomb field.

Since $\sigma_{\rm pl}/\sigma_{\rm B}=(p^2/2\omega)^{3/2}=(1+\xi^2)^{-3/2}$, the ratio to the power law is
\begin{equation}
S=\frac{\sigma_{\rm S}}{\sigma_{\rm B}}=\frac{R}{(1+\xi^2)^{3/2}} . \tag{27}
\end{equation}
At high energy, $\operatorname{arccot}\xi\simeq\pi/2-\xi$ and $2\pi\xi/(1-e^{-2\pi\xi})\simeq1+\pi\xi$, so $S\simeq(1+\pi\xi)(1-2\pi\xi)\simeq1-\pi\xi$. The correction falls as $\omega^{-1/2}$ and carries a factor $\pi$.

At threshold $\xi\to\infty$ and $\xi\operatorname{arccot}\xi\to1$. Then $S\to2\pi e^{-4}=0.115$: the power law is too large by a factor 8.69. The plane-wave formula (7) instead vanishes as $p^3$, while $C_1^2\propto\xi^3$ keeps (26) finite.

Let $s=d\ln\sigma_{\rm S}/d\ln\omega$. Near threshold, $4\xi\operatorname{arccot}\xi\simeq4-\tfrac43(\omega/I-1)$, so $s\to-4+\tfrac43=-\tfrac83$. At high energy $\xi\simeq\sqrt{I/\omega}$, and differentiating $\ln(1-\pi\xi)$ gives $s\simeq-\tfrac72+\tfrac12\pi\xi$. Evaluation of (24), (27) and a numerical derivative of (26) gives the following values.

\begin{center}
\begin{tabular}{ccccc}
$\omega/I$ & $\xi$ & $S$ & $R$ & $s$\\
1.01 & 10.0 & 0.116 & 118 & $-2.67$\\
2 & 1.00 & 0.192 & 0.544 & $-2.85$\\
10 & 0.333 & 0.429 & 0.502 & $-3.13$\\
100 & 0.101 & 0.743 & 0.754 & $-3.36$\\
1000 & 0.032 & 0.907 & 0.908 & $-3.45$
\end{tabular}
\end{center}

The power law needs $\xi\ll1$ and $\beta\ll1$ together, but $\beta\xi=\alpha Z$. Numerical solution of $S=0.9$ gives $\omega/I=855$ and $\xi=0.0342$. For $Z=1$ this means 11.6 keV photons and $\beta=0.213$. The ratio $S$ is a dipole quantity: at this speed the second-order retardation terms, seen by integrating the plane-wave distribution with the full denominator (9), raise the total by a relative amount of about $\beta^2\simeq0.05$, and relativistic terms of the same order are not included. For $Z=6$ it would require $\beta=1.28$, a nonrelativistic speed above $c$, so the theory has failed well before that energy. In general $S=0.9$ requires $\beta=0.213Z$, which is below 1 only for $Z\le4$. Within this nonrelativistic theory the law is thus a limiting form, approached this closely at small $\beta$ only for the smallest $Z$.

\section{The forward shift with Coulomb waves}

Equation (21) also shows what the Coulomb field does to the first-order angular shift. From (18), $C_2/C_1=\sqrt{4+\xi^2}/10$, and (23) gives
\begin{equation}
\frac{J_2}{J_1}=20\,\frac{C_2}{C_1}\,\frac{p}{2\omega}
=\frac{p}{\omega}\sqrt{4+\xi^2} . \tag{28}
\end{equation}
The phase difference is $\sigma_2-\sigma_1=\arg(2-i\xi)$, whose cosine is $2/\sqrt{4+\xi^2}$. The square roots cancel in the interference term:
\begin{equation}
2k\cos\theta\,\frac{J_2}{J_1}\cos(\sigma_2-\sigma_1)
=2\alpha\omega\cos\theta\,\frac{2p}{\omega}=4\beta\cos\theta . \tag{29}
\end{equation}
To first order in retardation, therefore,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{3\sigma_{\rm S}}{8\pi}\sin^2\theta\,(1+4\beta\cos\theta) \tag{30}
\end{equation}
at any energy above threshold. The Coulomb attraction changes the total strongly but leaves this coefficient alone. Near threshold $\beta\to0$ and the forward shift disappears.

\section{Example: $Z=6$ and 5 keV photons}

Take two unscreened K electrons, neglecting screening, correlation and relativity. The binding energy is 489.8 eV, so $\omega/I=10.21$, $\xi=1/\sqrt{9.21}=0.3295$, $p=Z/\xi=18.2$ and $\beta=0.133$.

Equation (26), doubled for two electrons, gives $3.502\times10^5$ barn at threshold. Dividing by $S=0.1151$ there and scaling by $(\omega/I)^{-7/2}$ gives the power-law value
\begin{equation}
\sigma_{\rm B}=\frac{3.502\times10^5}{0.1151}\,(10.208)^{-7/2}\ \text{barn}\simeq 895\ \text{barn}. \tag{31}
\end{equation}
Restoring the true momentum gives $\sigma_{\rm pl}=895/(1+0.3295^2)^{3/2}\simeq767$ barn. Finally (24) gives $R=0.504$, hence $\sigma_{\rm S}=0.504\times767\simeq387$ barn. The power law is too large by a factor of about 2.3 relative to Stobbe's result.

The local exponents differ from their limits as well. The exponent in $\omega$ is $s=-3.14$. Because (26) has the form $Z^{-2}f(\omega/Z^2)$, the exponent in $Z$ at fixed $\omega$ is $-2-2s=4.27$, not 5.

Equation (11) places the maximum emission near $75^\circ$; only its first-order part, $\cos\theta_{\max}\simeq2\beta$, is established here. The intensity ratio between $45^\circ$ and $135^\circ$ is 2.13 from the fourth-power factor and 2.20 from $1+4\beta\cos\theta$. Numerical integration of (3) with the Coulomb final state and the full $e^{i\mathbf k\cdot\mathbf r}$ gives 2.12. The differences lie beyond first order in retardation, where a nonrelativistic amplitude is itself incomplete.

Numbers in the example were calculated in double precision.
